# Dose Decay and Steady Supply in Pulsed Growth from Precursor Headspace, part 1

(Sections cited here and not found follow in the second part.)

## The law of successive doses

A grower who sets the dose of a metal precursor by one pulse, taken after the vessel has stood idle, may set it wrong for the rest of the run. That pulse draws on a headspace saturated with vapour. If the next one comes before evaporation has made good the loss, it delivers less. Where the surface takes up metal in proportion to the dose, a first layer of the right thickness is followed by layers that are too thin. The opposite mistake is also possible. One may measure the ratio of the second dose to the first, apply it to every later pulse, and conclude that the supply will die out, although it in fact levels off. Both errors disappear when the vapour is followed through one full cycle of extraction and refill.

Let the closed space above the liquid or solid precursor have volume $V$ and temperature $T$, and let it hold $n$ molecules of precursor vapour. In equilibrium with the condensed phase the vapour has the saturation pressure $p_s$, and the ideal gas law gives the saturated content

$$
n_s=\frac{p_sV}{k_BT},
$$

where $k_B$ is Boltzmann's constant. Pulses are numbered $k=1,2,3,\dots$, and $n_k$ is the content just before pulse $k$. The dose $D_k$ is the number of precursor molecules that leave the vessel in that pulse. How many of them reach the growing surface is a separate question.

The first assumption is that each pulse removes the same fraction $x$ of the vapour present, with $0<x\le 1$. This follows when the valve is open for a fixed time $t_p$ and the outflow is proportional to the content, $dn/dt=-\kappa n$, with a constant rate $\kappa$. Integration over the pulse leaves $n_ke^{-\kappa t_p}$ in the vessel, so that

$$
x=1-e^{-\kappa t_p}.
$$

The pulse is taken to be so short that evaporation during it can be neglected. The dose and the remaining content are then

$$
D_k=x\,n_k,\qquad n_k^{\text{after}}=(1-x)\,n_k .
$$

The second assumption concerns the gap of length $t_g$ between the end of one pulse and the start of the next. The net evaporation rate is taken as proportional to the distance from saturation. If $G$ is the volume flow per unit of pressure difference that the path from the condensed phase into the headspace allows, then $G(p_s-p)/(k_BT)$ molecules enter per unit time. With $n=pV/(k_BT)$ this becomes

$$
\frac{dn}{dt}=\frac{G}{V}\,(n_s-n)=\frac{n_s-n}{\tau},\qquad \tau=\frac{V}{G}.
$$

The time $\tau$ is the refill time. The headspace is treated as well mixed, its temperature as constant, and the condensed precursor as plentiful enough for $p_s$ and $G$ not to change during the run.

The equation is simplest for the deficit $u=n_s-n$. Since $n_s$ is constant, $du/dt=-dn/dt=-u/\tau$, and the deficit decays as $e^{-t/\tau}$. After the gap, the part $e^{-t_g/\tau}$ of it is left. The part that has been closed is the refill fraction

$$
r=1-e^{-t_g/\tau}.
$$

Both $x$ and $r$ lie between zero and one, but they refer to different quantities: $x$ is a fraction of the vapour present, and $r$ is a fraction of the vapour missing.

One cycle can now be put together. After pulse $k$ the content is $(1-x)n_k$ and the deficit is $n_s-(1-x)n_k$. During the gap this deficit is multiplied by $1-r$. The content before the next pulse is therefore

$$
n_{k+1}=n_s-(1-r)\bigl[n_s-(1-x)n_k\bigr].
$$

Multiplying out the bracket, the two terms in $n_s$ combine to $n_s-(1-r)n_s=r\,n_s$, and the term in $n_k$ carries two minus signs and is positive:

$$
n_{k+1}=r\,n_s+q\,n_k,\qquad q=(1-x)(1-r).
$$

The number $q$ measures the memory of the headspace. If one extra molecule is present before a pulse, the average surplus left before the next pulse is $q$. The factor $1-x$ appears because part of the surplus is drawn off, and the factor $1-r$ because a fuller headspace slows net evaporation.

A steady content $n^*$ reproduces itself after one cycle. Setting $n_{k+1}=n_k=n^*$ gives $n^*(1-q)=r\,n_s$. The product in $q$ expands to $1-x-r+xr$, so $1-q=x+r-xr$, and

$$
n^*=\frac{r\,n_s}{1-q}=\frac{r\,n_s}{x+r-xr}.
$$

The division is allowed because $x>0$ makes $q\le 1-x<1$. Subtracting the equation $n^*=r\,n_s+q\,n^*$ from the cycle equation removes the constant term:

$$
n_{k+1}-n^*=q\,(n_k-n^*).
$$

Each cycle multiplies the distance from the steady content by $q$. Between pulse 1 and pulse $k$ there are $k-1$ cycles, so $n_k-n^*=q^{\,k-1}(n_1-n^*)$. Multiplication by $x$ turns contents into doses. With the steady dose $D^*=x\,n^*$ the result is

$$
D_k=D^*+(D_1-D^*)\,q^{\,k-1},\qquad D_1=x\,n_1 .
$$

The steady dose has a form that is easier to read than the fraction above. From $D^*=xr\,n_s/(x+r-xr)$, taking the reciprocal and dividing each term of the numerator by $xr$ gives

$$
\frac{1}{D^*}=\frac{1}{n_s}\left(\frac1x+\frac1r-1\right).
$$

Extraction and refill enter symmetrically. A vessel from which 30 % is drawn and whose deficit is closed by 50 % gives the same steady dose as one from which 50 % is drawn and whose deficit is closed by 30 %, provided that $n_s$ is the same. The smaller of the two fractions has the larger reciprocal and limits the supply more strongly. The two fractions fix the steady dose in units of $n_s$, but its absolute size also needs $n_s$, and hence the volume, the temperature and the vapour pressure.

The quantity that falls geometrically is the excess $D_k-D^*$, not the dose. To see what the doses themselves do, write the law for one step, $D_{k+1}-D^*=q(D_k-D^*)$, add $D^*$ to both sides, and divide by $D_k$:

$$
\frac{D_{k+1}}{D_k}=q+(1-q)\frac{D^*}{D_k}.
$$

If the doses start above a steady dose $D^*>0$ and $q>0$, then $D_k$ falls towards $D^*$, the last term grows, and the ratio rises towards one. It can be the same for all pulses if $D^*/D_k$ does not change. That happens when the doses are constant, or when $D^*=0$. The second case means $r=0$, a vessel in which nothing evaporates between pulses. Then $q=1-x$ and $D_k=x(1-x)^{k-1}n_1$, a decreasing geometric sequence that ends at zero. A ratio measured on the first two pulses of a vessel that does refill must therefore not be carried on to later ones.

The direction of the change depends on the start. After a long idle time $n_1=n_s$, which is at least $n^*$, and for $r<1$ the first dose is too large. If the vessel has just been evacuated, so that $n_1<n^*$, the first dose is too small and the doses rise. In both cases the distance from $D^*$ shrinks by the same factor $q$ per cycle.

An interruption of a steady run brings the overshoot back. Just after a steady pulse the deficit is $n_s-(1-x)n^*$. If the next pulse comes after a time $t_i$ instead of $t_g$, the content that it finds is $n_s-[n_s-(1-x)n^*]e^{-t_i/\tau}$. The steady content has the same form with $t_g$ in the exponent. Their difference is

$$
n_1-n^*=\bigl[n_s-(1-x)n^*\bigr]\left(e^{-t_g/\tau}-e^{-t_i/\tau}\right),
$$

where the count of pulses starts again at the interruption. The bracket is positive, so any pause longer than the regular gap gives a first dose above the steady one, and a shortened gap gives one below it.

For a start from saturation the relative overshoot follows from $D_1=x\,n_s$ and the reciprocal form of $D^*$:

$$
\frac{D_1}{D^*}-1=x\left(\frac1x+\frac1r-1\right)-1=\frac{x(1-r)}{r}.
$$

Since $1-r=e^{-t_g/\tau}$, dividing numerator and denominator by this factor gives the equivalent form

$$
\frac{D_1}{D^*}-1=\frac{x}{e^{t_g/\tau}-1}.
$$

At fixed gap and refill time the overshoot is proportional to the extraction fraction, and for gaps much longer than $\tau$ it falls off as $x\,e^{-t_g/\tau}$.

The total supplied in $N$ pulses is found by summing the law. The constant term gives $ND^*$. The other is a finite geometric series, $1+q+\dots+q^{N-1}=(1-q^N)/(1-q)$. Hence

$$
\sum_{k=1}^{N}D_k=ND^*+(D_1-D^*)\frac{1-q^N}{1-q}.
$$

As $N$ grows, $q^N$ vanishes and the excess over a run of steady doses approaches

$$
E=\frac{D_1-D^*}{1-q}=\frac{x}{1-q}\,(n_1-n^*).
$$

This is less than the initial surplus $n_1-n^*$ in the headspace if $r>0$ and $x<1$. The missing part can be traced. In a cycle that starts with the surplus $\delta$, the amount $x\delta$ leaves with the dose. The remaining surplus $(1-x)\delta$ reduces evaporation during the gap by $r(1-x)\delta$, and $q\delta$ is carried over. These three parts add up to $\delta$, since $x+r(1-x)+q=1$. Summed over all cycles, the fraction $x/(1-q)$ of the initial surplus leaves as extra dose, and the fraction $r(1-x)/(1-q)$ is offset by precursor that did not evaporate.

The number of pulses needed to settle follows in the same way. Let $R=|D_1/D^*-1|$ be the initial relative distance from the steady dose, and let $\varepsilon$ be the distance that can be accepted. Pulse $k$ is good enough if $Rq^{\,k-1}\le\varepsilon$. Taking logarithms, and noting that $\ln q$ is negative for $0<q<1$, one obtains $(k-1)\ln(1/q)\ge\ln(R/\varepsilon)$. The first acceptable pulse is

$$
k=1+\left\lceil\frac{\ln(R/\varepsilon)}{\ln(1/q)}\right\rceil ,
$$

where the brackets mean rounding up to a whole number. The formula applies if $R>\varepsilon$; otherwise the first pulse is already acceptable.

The limiting cases show what the two fractions do. If the gap is many refill times long, $r$ tends to one, $q$ to zero, and each dose to $x\,n_s$. If each pulse empties the headspace, $x=1$, then $q=0$ again, but the steady dose is $r\,n_s$, reached at the second pulse: each later dose consists of what evaporated in the gap before it. If $x$ is much smaller than $r$, the reciprocal form is dominated by $1/x$ and $D^*\approx x\,n_s$, so the headspace stays nearly saturated.

Short gaps need more care, because the dose and the supply per unit time behave differently. Put $s=t_g/\tau$. The steady supply per unit of gap time is

$$
\frac{D^*}{t_g}=\frac{n_s}{\tau}\,\frac{1}{s(1/x-1)+s/r}.
$$

Here $r/s=(1-e^{-s})/s$ is the average of $e^{-s'}$ over the interval from $0$ to $s$. It decreases as $s$ grows and tends to one as $s$ tends to zero. Its inverse $s/r$ therefore grows with $s$, and so does $s(1/x-1)$ if $x<1$. A longer gap raises each steady dose but lowers the supply per unit time. In the limit of short gaps this supply approaches $n_s/\tau$, the evaporation rate into an empty headspace, while each dose tends to zero. The limit belongs to the model with instantaneous pulses; once the gap is no longer than the pulse itself, evaporation with the valve open cannot be left out.

Finally, small errors in the two fractions carry over to the steady dose with definite weights. Differentiating $\ln D^*=\ln n_s-\ln(1/x+1/r-1)$ with respect to $\ln x$ at fixed $r$, and using $d(1/x)/d\ln x=-1/x$, gives

$$
\frac{\partial\ln D^*}{\partial\ln x}=\frac{1/x}{1/x+1/r-1}=\frac{D^*}{x\,n_s}=\frac{n^*}{n_s},\qquad
\frac{\partial\ln D^*}{\partial\ln r}=\frac{D^*}{r\,n_s}.
$$

The second relation follows from the symmetry between $x$ and $r$. A change of one per cent in the extraction fraction changes the steady dose by $n^*/n_s$ per cent, to first order. Depletion thus weakens the effect of the valve: opening it longer draws a larger part of a headspace that has become emptier.

In the simple model, the distance of the doses from their steady value shrinks by the same factor $q$ in each cycle, and the extraction and refill fractions fix that steady value in units of $n_s$. It remains to apply this law to a growth example and to see how the results change when the model's assumptions are relaxed.
